# One-Body Exponentials Map Determinants to Determinants: Two Proofs and Auxiliary-Field Use: a numerical check

```python
"""
Result under test: for K = sum_pq k[p,q] a+_p a_q with ANY complex matrix k,
    exp(K) |C> = |exp(k) C>,
where |C> = a+(c_1)...a+(c_N)|0>, a+(v) = sum_p v[p] a+_p, and c_i are the
columns of C (orthonormal one-particle basis, columns of C arbitrary).
Fock-space operators are explicit 2^M x 2^M matrices (Jordan-Wigner form), so
the left side is computed from the definition, without the theorem.
Application: Hubbard dimer (hopping t, repulsion U), imaginary-time step dtau,
with the repulsion written as an average over Ising fields s = +1, -1.
Energies are in units of t, imaginary times in units of 1/t.
"""
from functools import reduce
from itertools import combinations, product
import numpy as np
from scipy.linalg import expm, block_diag


def creators(m):
    """Creation matrices; orbital 0 is the most significant bit."""
    parity, raising, one = np.diag([1., -1.]), np.array([[0., 0.], [1., 0.]]), np.eye(2)
    return [reduce(np.kron, [parity] * p + [raising] + [one] * (m - p - 1))
            for p in range(m)]


def one_body(k, cr):
    m = len(cr)
    return sum(k[p, q] * cr[p] @ cr[q].T for p in range(m) for q in range(m))


def create_in(v, cr):
    return sum(v[p] * cr[p] for p in range(len(cr)))


def det_state(C, cr):
    """Fock vector of |C>, built by applying creators to the vacuum."""
    vec = np.zeros(2 ** len(cr), dtype=complex)
    vec[0] = 1.0
    for i in reversed(range(C.shape[1])):
        vec = create_in(C[:, i], cr) @ vec
    return vec


def deviation(x, y):
    return np.linalg.norm(x - y) / np.linalg.norm(y)


# ---------- general tests: 6 orbitals, 3 electrons, random complex matrices
rng = np.random.default_rng(7)
M, N = 6, 3


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


cr = creators(M)
for p in range(M):
    for q in range(M):
        anti = cr[p] @ cr[q].T + cr[q].T @ cr[p]
        assert np.allclose(anti, (p == q) * np.eye(2 ** M))
        assert np.allclose(cr[p] @ cr[q] + cr[q] @ cr[p], 0)

k1, k2 = 0.3 * random_complex(M, M), 0.3 * random_complex(M, M)
C, D, v = random_complex(M, N), random_complex(M, N), random_complex(M)
K1, K2 = one_body(k1, cr), one_body(k2, cr)
av = create_in(v, cr)
assert deviation(K1 @ av - av @ K1, create_in(k1 @ v, cr)) < 1e-12
dev_rotation = deviation(expm(K1) @ av @ expm(-K1), create_in(expm(k1) @ v, cr))
assert dev_rotation < 1e-10

dev_theorem = deviation(expm(K1) @ det_state(C, cr), det_state(expm(k1) @ C, cr))
assert dev_theorem < 1e-11
dev_product = deviation(expm(K1) @ expm(K2) @ det_state(C, cr),
                        det_state(expm(k1) @ expm(k2) @ C, cr))
assert dev_product < 1e-11
wrong_order = deviation(det_state(expm(k2) @ expm(k1) @ C, cr),
                        expm(K1) @ expm(K2) @ det_state(C, cr))
assert wrong_order > 1e-2

# amplitudes are minors, overlaps are determinants, QR factors out a scalar
state_C, state_D = det_state(C, cr), det_state(D, cr)
for occ in combinations(range(M), N):
    index = sum(2 ** (M - 1 - p) for p in occ)
    assert abs(state_C[index] - np.linalg.det(C[list(occ)])) < 1e-11
assert abs(np.vdot(state_C, state_D) - np.linalg.det(C.conj().T @ D)) < 1e-9
Q, R = np.linalg.qr(C)
assert deviation(np.linalg.det(R) * det_state(Q, cr), state_C) < 1e-12

# Thouless form: D reached from orthonormal Co by occupied -> virtual terms only
full_Q = np.linalg.qr(C, mode="complete")[0]
Co, Cv = full_Q[:, :N], full_Q[:, N:]
overlap_block = Co.conj().T @ D
z = Cv.conj().T @ D @ np.linalg.inv(overlap_block)
K_thouless = one_body(Cv @ z @ Co.conj().T, cr)
dev_thouless = deviation(np.linalg.det(overlap_block) * expm(K_thouless)
                         @ det_state(Co, cr), state_D)
assert dev_thouless < 1e-10

# Gaussian field: exp(-dt V^2/2) as a weighted sum of determinants
herm = random_complex(M, M)
herm = 0.5 * (herm + herm.conj().T)
dt_gauss = 0.1
V = one_body(herm, cr)
nodes, weights = np.polynomial.hermite_e.hermegauss(50)
weights = weights / np.sqrt(2 * np.pi)
field_sum = sum(w * det_state(expm(1j * x * np.sqrt(dt_gauss) * herm) @ Co, cr)
                for x, w in zip(nodes, weights))
dev_gauss = deviation(field_sum, expm(-0.5 * dt_gauss * V @ V) @ det_state(Co, cr))
assert dev_gauss < 1e-9

print("General tests: 6 orbitals, 3 electrons, relative deviations")
print(f"rotation of one creator: {dev_rotation:.1e}")
print(f"exp(K)|C> against |exp(k)C>: {dev_theorem:.1e}")
print(f"two non-commuting factors: {dev_product:.1e}")
print(f"same with the order reversed: {wrong_order:.2f}")
print(f"Thouless form of a second determinant: {dev_thouless:.1e}")
print(f"Gaussian field sum, 50 nodes: {dev_gauss:.1e}")

# ---------- Hubbard dimer; orbital order: up 1, up 2, down 1, down 2
t, U, dtau, n_steps = 1.0, 4.0, 0.1, 6
cr4 = creators(4)
number = [c @ c.T for c in cr4]
h = np.array([[0., -t], [-t, 0.]])
hop = one_body(block_diag(h, h), cr4)
repulsion = U * (number[0] @ number[2] + number[1] @ number[3])
H = hop + repulsion
gamma = np.arccosh(np.exp(dtau * U / 2))
half_hop = expm(-0.5 * dtau * h)
bond = np.array([1., 1.]) / np.sqrt(2)
antibond = np.array([1., -1.]) / np.sqrt(2)


def field_factors(s, spin):
    return np.exp(gamma * spin * np.array(s) - dtau * U / 2)


def step_matrix(s, spin):
    return half_hop @ np.diag(field_factors(s, spin)) @ half_hop


def spin_columns(up, down):
    C4 = np.zeros((4, 2))
    C4[:2, 0], C4[2:, 1] = up, down
    return C4


def split_step(dt):
    half = expm(-0.5 * dt * hop)
    return half @ expm(-dt * repulsion) @ half


start = det_state(spin_columns(bond, bond), cr4)
print(f"Dimer: t = {t:.1f}, U = {U:.1f} t, dtau = {dtau:.1f} /t")
print(f"gamma = {gamma:.6f}")
print(f"half-hop matrix: diagonal {half_hop[0,0]:.6f}, off-diagonal {half_hop[0,1]:.6f}")

# one field configuration followed in detail, checked in Fock space
s = (1, -1)
up, down = step_matrix(s, 1) @ bond, step_matrix(s, -1) @ bond
K_field = one_body(np.diag(np.concatenate([field_factors(s, 1),
                                           field_factors(s, -1)])).astype(float)
                   * 0 + np.diag(np.log(np.concatenate([field_factors(s, 1),
                                                        field_factors(s, -1)]))), cr4)
fock_half = expm(-0.5 * dtau * hop)
walker = fock_half @ expm(K_field) @ fock_half @ start
assert deviation(det_state(spin_columns(up, down), cr4), walker) < 1e-12
norm = np.linalg.norm(up) * np.linalg.norm(down)
assert abs(norm - np.linalg.norm(walker)) < 1e-12
z_up, z_down = antibond @ up / (bond @ up), antibond @ down / (bond @ down)
excite = one_body(block_diag(z_up * np.outer(antibond, bond),
                             z_down * np.outer(antibond, bond)), cr4)
assert deviation((bond @ up) * (bond @ down) * expm(excite) @ start, walker) < 1e-12
f_up = field_factors(s, 1)
after_half = half_hop @ bond
after_field = f_up * after_half
print("Field (+1,-1), one step:")
print(f"up field factors: {f_up[0]:.6f}, {f_up[1]:.6f}")
print(f"start orbital: {bond[0]:.6f}, {bond[1]:.6f}")
print(f"up after first half hop: {after_half[0]:.6f}, {after_half[1]:.6f}")
print(f"up after field: {after_field[0]:.6f}, {after_field[1]:.6f}")
print(f"up after full step: {up[0]:.6f}, {up[1]:.6f}")
print(f"down after full step: {down[0]:.6f}, {down[1]:.6f}")
print(f"norm of new determinant: {norm:.6f}")
print(f"overlap with start: {(bond @ up) * (bond @ down):.6f}")
print(f"Thouless amplitudes: up {z_up:.6f}, down {z_down:.6f}")

# all four fields of one step
overlaps, average = [], np.zeros((2, 2))
for s in product((1, -1), repeat=2):
    u, d = step_matrix(s, 1) @ bond, step_matrix(s, -1) @ bond
    overlaps.append((bond @ u) * (bond @ d))
    average += np.outer(u, d) / 4
    print(f"overlap for field ({s[0]:+d},{s[1]:+d}): {overlaps[-1]:.6f}")
fock_one = split_step(dtau) @ start
fock_overlap = np.vdot(start, fock_one).real
assert abs(np.mean(overlaps) - fock_overlap) < 1e-12
fock_amplitudes = np.array([[fock_one[2 ** (3 - i) + 2 ** (1 - j)].real
                             for j in range(2)] for i in range(2)])
assert np.allclose(average, fock_amplitudes, atol=1e-12)
singular = np.linalg.svd(fock_amplitudes, compute_uv=False)
assert singular[1] > 1e-2
print(f"mean overlap over fields: {np.mean(overlaps):.6f}")
print(f"Fock-space overlap: {fock_overlap:.6f}")
print(f"singular values of averaged state: {singular[0]:.6f}, {singular[1]:.6f}")

# projected energy: sum over every field path, against Fock-space propagation
sector = [2 ** (3 - i) + 2 ** (1 - j) for i in range(2) for j in range(2)]
E_ground = np.linalg.eigvalsh(H[np.ix_(sector, sector)])[0]
assert abs(E_ground - (U - np.sqrt(U**2 + 16 * t**2)) / 2) < 1e-12
fields = list(product((1, -1), repeat=2))
B_up = [step_matrix(s, 1) for s in fields]
B_down = [step_matrix(s, -1) for s in fields]
ups, downs = bond[None, :], bond[None, :]
split_state, exact_state = start.copy(), start.copy()
split_prop, exact_prop = split_step(dtau), expm(-dtau * H)
exact_energies = []
print("tau (1/t), determinants, E field sum (t), E exact propagation (t)")
for n in range(n_steps + 1):
    if n > 0:
        ups = np.concatenate([ups @ B.T for B in B_up])
        downs = np.concatenate([downs @ B.T for B in B_down])
        split_state, exact_state = split_prop @ split_state, exact_prop @ exact_state
    ou, od = ups @ bond, downs @ bond
    hu, hd = ups @ h.T @ bond, downs @ h.T @ bond
    numerator = np.sum(hu * od + ou * hd + U * (ups * downs) @ bond**2)
    E_fields = numerator / np.sum(ou * od)
    E_split = (np.vdot(start, H @ split_state) / np.vdot(start, split_state)).real
    E_exact = (np.vdot(start, H @ exact_state) / np.vdot(start, exact_state)).real
    assert abs(E_fields - E_split) < 1e-10
    exact_energies.append(E_exact)
    print(f"{n * dtau:.1f}, {len(ups)}, {E_fields:.6f}, {E_exact:.6f}")
assert np.all(np.diff(exact_energies) < 0) and exact_energies[-1] > E_ground
print(f"exact ground energy: {E_ground:.6f} t")

# splitting error of one symmetric step is of third order in the step
errors = [np.linalg.norm(split_step(dt) - expm(-dt * H)) for dt in (0.01, 0.005)]
ratio = errors[0] / errors[1]
assert 7.5 < ratio < 8.5
print(f"one-step splitting error ratio, dtau 0.01 to 0.005: {ratio:.3f}")
print("all good")
```

Output:

```
General tests: 6 orbitals, 3 electrons, relative deviations
rotation of one creator: 7.4e-16
exp(K)|C> against |exp(k)C>: 7.0e-16
two non-commuting factors: 1.5e-15
same with the order reversed: 0.92
Thouless form of a second determinant: 1.9e-15
Gaussian field sum, 50 nodes: 5.1e-16
Dimer: t = 1.0, U = 4.0 t, dtau = 0.1 /t
gamma = 0.653733
half-hop matrix: diagonal 1.001250, off-diagonal 0.050021
Field (+1,-1), one step:
up field factors: 1.574178, 0.425822
start orbital: 0.707107, 0.707107
up after first half hop: 0.743361, 0.743361
up after field: 1.170182, 0.316540
up after full step: 1.187479, 0.375469
down after full step: 0.375469, 1.187479
norm of new determinant: 1.551083
overlap with start: 1.221403
Thouless amplitudes: up 0.519537, down -0.519537
overlap for field (+1,+1): 0.818731
overlap for field (+1,-1): 1.221403
overlap for field (-1,+1): 1.221403
overlap for field (-1,-1): 0.818731
mean overlap over fields: 1.020067
Fock-space overlap: 1.020067
singular values of averaged state: 1.020067, 0.164840
tau (1/t), determinants, E field sum (t), E exact propagation (t)
0.0, 1, 0.000000, -0.000000
0.1, 4, -0.323194, -0.326124
0.2, 16, -0.526100, -0.531753
0.3, 64, -0.648292, -0.656018
0.4, 256, -0.720041, -0.729197
0.5, 1024, -0.761547, -0.771637
0.6, 4096, -0.785351, -0.796032
exact ground energy: -0.828427 t
one-step splitting error ratio, dtau 0.01 to 0.005: 7.921
all good
```
